# Cross-polarized reflection and line tilt with incidence along the grating lines

## The measurement

Dense photoresist lines on a wafer may lean sideways by a degree or so. For a line 100 nm high, a lean of 1° moves the foot by $100\tan 1^\circ\approx1.7$ nm relative to the top. Can reflected light detect this when the pitch is far too small to be imaged?

Let the lines run along $y$, repeat along $x$, and be lit in the $yz$ plane, so that the plane of incidence contains the line direction. For a profile with left-right mirror symmetry, the specular beam then contains no cross-polarized light. A cross-polarized signal shows that the symmetry of sample plus alignment is broken. Tilt is one cause; unequal sidewalls and an azimuth error are others. Conversely, a missing signal does not prove symmetry.

## Conventions

The time factor is $e^{-i\omega t}$, $z$ points into the sample, $k_0=2\pi/\lambda$, and $\mathbf H$ is multiplied by the vacuum impedance. The materials are isotropic, linear and nonmagnetic, and may absorb. The lines are uniform along $y$ and the substrate is laterally uniform.

The incidence angle is $\theta$ and the azimuth error is $\delta$. In units of $k_0$ the lateral wavevector is $\sin\theta(\sin\delta,\cos\delta)$. The polarization vectors are

$$\mathbf s=(\cos\delta,-\sin\delta,0),$$
$$\mathbf p_{\rm in}=(\cos\theta\sin\delta,\cos\theta\cos\delta,-\sin\theta),$$

and $\mathbf p_{\rm out}$, which is $\mathbf p_{\rm in}$ with $+\sin\theta$ in the last place. Each is perpendicular to its wavevector. The amplitude $r_{ps}$ means p out for unit s in, and $r_{sp}$ the reverse.

Tilted walls follow $x=z\tan\psi$. For a general profile, read $-\psi$ as "the mirrored profile". A lateral shift of the grating is harmless: the incident and specular waves have the same lateral wavevector, so the shift phases cancel.

## The mirror rule

Let $M_x$ reverse $x$. Mirroring a solution of Maxwell's equations gives a solution for the mirrored sample. The vectors transform as

$$M_x\mathbf s(\delta)=(-\cos\delta,-\sin\delta,0)=-\mathbf s(-\delta),\qquad M_x\mathbf p(\delta)=\mathbf p(-\delta).$$

Take unit s incidence, with reflected p part $r_{ps}(\delta,\psi)\,\mathbf p_{\rm out}(\delta)$. The mirrored solution has incident field $-\mathbf s(-\delta)$ and reflected p part $r_{ps}(\delta,\psi)\,\mathbf p_{\rm out}(-\delta)$. By linearity,

$$r_{ps}(-\delta,-\psi)=-r_{ps}(\delta,\psi),\tag{1}$$

and likewise for $r_{sp}$. For a symmetric profile at $\delta=0$ both sides refer to the same experiment, so $r_{ps}=-r_{ps}=0$. Absorption plays no part in the argument. For a symmetric trapezoid on silicon, solved numerically, the largest cross amplitude is $9\times10^{-16}$, which is rounding error.

At $\delta=0$, equation (1) also makes $r_{ps}$ odd in $\psi$. The amplitude therefore has no quadratic term in tilt. Unless the linear coefficient happens to vanish, the amplitude starts linearly and the crossed intensity $|r_{ps}|^2$ quadratically. The intensity also loses the sign.

## A reciprocity identity

A second relation is needed to tell tilt from misalignment. Let fields 1 and 2 solve

$$\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$$

with symmetric permittivity tensors $\varepsilon_1,\varepsilon_2$ and opposite lateral wavevectors. Then

$$\nabla\cdot(\mathbf E_1\times\mathbf H_2)=\mathbf H_2\cdot\nabla\times\mathbf E_1-\mathbf E_1\cdot\nabla\times\mathbf H_2=ik_0(\mathbf H_1\cdot\mathbf H_2+\mathbf E_1\cdot\varepsilon_2\mathbf E_2).$$

Subtracting the same expression with 1 and 2 exchanged gives

$$\nabla\cdot(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1)=-ik_0\,\mathbf E_2\cdot(\varepsilon_1-\varepsilon_2)\mathbf E_1.\tag{2}$$

Average over one period. The products are periodic, so flux through the sides cancels. What remains is $F$, the averaged $z$ component of the bracket, above and below the structure. In a uniform medium $\mathbf H=\mathbf k\times\mathbf E$, with $\mathbf k$ in units of $k_0$. Two plane waves contribute

$$\mathbf e_1\times(\mathbf k_2\times\mathbf e_2)-\mathbf e_2\times(\mathbf k_1\times\mathbf e_1)=(\mathbf k_2-\mathbf k_1)(\mathbf e_1\cdot\mathbf e_2)-\mathbf e_2(\mathbf e_1\cdot\mathbf k_2)+\mathbf e_1(\mathbf e_2\cdot\mathbf k_1).$$

Only pairs with opposite lateral wavevectors survive the average. There are two cases.

- Both waves have the same $k_z=q$. Since $\mathbf e_1\cdot\mathbf k_1=0$, we have $\mathbf e_1\cdot\mathbf k_2=\mathbf e_1\cdot(\mathbf k_1+\mathbf k_2)=2qe_{1z}$, and similarly $\mathbf e_2\cdot\mathbf k_1=2qe_{2z}$. The $z$ component is $-2qe_{1z}e_{2z}+2qe_{1z}e_{2z}=0$.
- The waves have opposite $k_z$. Then $\mathbf k_2=-\mathbf k_1$, the last two terms vanish, and the $z$ component is $-2k_{1z}\,\mathbf e_1\cdot\mathbf e_2$.

Below the structure all waves travel downward, so $F=0$. Above it, only the incident-specular pairs count. The incident wave has $k_z=\cos\theta$ and the specular wave $-\cos\theta$, so

$$F_{\rm top}=2\cos\theta\,(\mathbf E_1^{\rm out}\cdot\mathbf E_2^{\rm in}-\mathbf E_1^{\rm in}\cdot\mathbf E_2^{\rm out}).$$

Integrating (2) over depth gives $0-F_{\rm top}$ on the left, hence

$$\mathbf E_1^{\rm out}\cdot\mathbf E_2^{\rm in}-\mathbf E_1^{\rm in}\cdot\mathbf E_2^{\rm out}=\frac{ik_0}{2\cos\theta}\int\langle\mathbf E_2\cdot(\varepsilon_1-\varepsilon_2)\mathbf E_1\rangle\,dz.\tag{3}$$

## Separating tilt from azimuth error

Use (3) with the same grating for both fields, so the right side is zero. Field 1 is lit by $\mathbf s(\delta)$. Field 2 has the opposite lateral wavevector and is lit by $\mathbf p_{\rm out}(\delta)$. Then

$$r_{ps}(\delta,\psi)=\mathbf s(\delta)\cdot\mathbf E_2^{\rm out}.$$

The grating is unchanged by the mirror $M_y$, which reverses $y$. This mirror turns the lateral wavevector of field 2 into that of azimuth $-\delta$. It also gives $M_y\mathbf p_{\rm out}(\delta)=-\mathbf p_{\rm in}(-\delta)$ and $M_y\mathbf s(\delta)=\mathbf s(-\delta)$. The mirrored field 2 is therefore ordinary p incidence with amplitude $-1$, and its outgoing s part is $-r_{sp}(-\delta,\psi)$. Scalar products survive mirroring, so

$$r_{ps}(\delta,\psi)=-r_{sp}(-\delta,\psi).\tag{4}$$

Define

$$A=\tfrac12(r_{ps}-r_{sp}),\qquad B=\tfrac12(r_{ps}+r_{sp}).$$

Replacing $r_{sp}$ by (4), and then using (1),

$$A=\tfrac12[r_{ps}(\delta,\psi)+r_{ps}(-\delta,\psi)]=\tfrac12[r_{ps}(\delta,\psi)-r_{ps}(\delta,-\psi)],$$
$$B=\tfrac12[r_{ps}(\delta,\psi)-r_{ps}(-\delta,\psi)]=\tfrac12[r_{ps}(\delta,\psi)+r_{ps}(\delta,-\psi)].$$

Thus $A$ is even in azimuth error and odd in tilt, and $B$ is the reverse. A symmetric profile has $A=0$ at every azimuth, while a tilted grating at perfect azimuth has $B=0$. The trapezoid turned to $\delta=20^\circ$ shows the difference: $|B|=0.021$, but $|A|=2\times10^{-15}$.

## Why tilt couples the polarizations

Suppose the pitch is far below both the wavelength and the line height. The field parallel to the walls and the displacement normal to them are continuous across each wall. At so short a pitch they are also nearly constant over a period inside the array. Averaging the displacement in the first case and the field in the second gives

$$\varepsilon_o=\langle\varepsilon\rangle,\qquad \varepsilon_e=\frac{1}{\langle1/\varepsilon\rangle},$$

for fields along and normal to the walls. With wall normal $\mathbf n=(\cos\psi,0,-\sin\psi)$ the tensor is $\varepsilon_o\mathbf 1+(\varepsilon_e-\varepsilon_o)\mathbf n\mathbf n^T$, whose off-diagonal element is

$$\varepsilon_{xz}=(\varepsilon_o-\varepsilon_e)\sin\psi\cos\psi.\tag{5}$$

At $\delta=0$ the s wave has its field along $x$. Tilt lets this field produce a displacement along $z$, which radiates p light. The p wave has a $z$ field only at oblique incidence.

Now apply (3) at $\delta=0$. Field 1 is s incidence on the tilted layer; field 2 is lit by $\mathbf p_{\rm out}$ on the upright layer. The upright layer does not convert, so $\mathbf E_1^{\rm in}\cdot\mathbf E_2^{\rm out}=0$, and the left side is $r_{ps}$. To first order in $\psi$, field 1 may be replaced by its upright value $X(z)\hat{\mathbf x}$, and only $\varepsilon_{xz}$ changes. By the $M_y$ argument above, the $z$ component of field 2 is $-Z(z)$, where $Z$ belongs to ordinary unit p incidence. Hence

$$r_{ps}=-\frac{ik_0\varepsilon_{xz}}{2\cos\theta}\int_0^h X(z)Z(z)\,dz.\tag{6}$$

## The slab fields and a closed form

Write $\zeta=k_0z$, $H=k_0h$, $c=\cos\theta$, and

$$u=\sqrt{\varepsilon_e-\sin^2\theta},\quad v=\sqrt{\varepsilon_o-\sin^2\theta},\quad w=\sqrt{\varepsilon_{\rm sub}-\sin^2\theta}.$$

For s light, $X$ and its derivative are continuous. Put

$$X=a\,[e^{iu\zeta}+\rho_se^{iu(2H-\zeta)}].$$

At the bottom, matching to a wave $e^{iw\zeta}$ requires $u(1-\rho_s)=w(1+\rho_s)$, so $\rho_s=(u-w)/(u+w)$. At the top,

$$1+r_{ss}=a(1+\rho_se^{2iuH}),\qquad c(1-r_{ss})=au(1-\rho_se^{2iuH}).$$

Multiplying the first by $c$ and adding the second removes $r_{ss}$:

$$a=\frac{2c}{c+u+(c-u)\rho_se^{2iuH}}.$$

For p light, work with $H_x$. The incident value is $k_yE_z-k_zE_y=-\sin^2\theta-\cos^2\theta=-1$. Now $H_x$ and $H_x'/\varepsilon$ are continuous, so the same algebra holds with $u\to v/\varepsilon_o$ and $w\to w/\varepsilon_{\rm sub}$ in the matching factors:

$$\rho_p=\frac{v/\varepsilon_o-w/\varepsilon_{\rm sub}}{v/\varepsilon_o+w/\varepsilon_{\rm sub}},\qquad b=\frac{2c}{c+v/\varepsilon_o+(c-v/\varepsilon_o)\rho_pe^{2ivH}}.$$

The $z$ component of $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$ gives $E_z=\sin\theta\,H_x/\varepsilon_o$, so

$$Z=-\frac{\sin\theta}{\varepsilon_o}\,b\,[e^{iv\zeta}+\rho_pe^{iv(2H-\zeta)}].$$

The two minus signs in (6) cancel:

$$r_{ps}=\frac{i\,\varepsilon_{xz}\sin\theta}{2\,\varepsilon_o\cos\theta}\,a\,b\,I.\tag{7}$$

With $J(\kappa)=(e^{i\kappa H}-1)/(i\kappa)$, multiplying out the brackets and integrating gives

$$I=J(u+v)+\rho_pe^{2ivH}J(u-v)+\rho_se^{2iuH}J(v-u)+\rho_s\rho_pe^{2i(u+v)H}J(-u-v).$$

**Thin layer.** For $H\ll1$, with the pitch still much smaller than $h$, $I\to H(1+\rho_s)(1+\rho_p)$. Inserting $\rho_s$ gives $a(1+\rho_s)\to2c/(c+w)$, the field on the bare substrate, and similarly for p. Then

$$r_{ps}\to\frac{2i\,\varepsilon_{xz}\,k_0h\,\sin\theta\cos\theta}{\varepsilon_o(c+w)(c+w/\varepsilon_{\rm sub})}.$$

The signal vanishes at normal and at grazing incidence.

**Normal incidence.** The zero at $\theta=0$ does not depend on the long-wave model. Nothing then varies along $y$, and Maxwell's equations split into one set with $(E_y,H_x,H_z)$ and another with $(H_y,E_x,E_z)$. Neither feeds the other, whatever the profile. A 5° tilt gives $|r_{ps}|=4\times10^{-16}$ there numerically.

## A signal linear in tilt

Polarimetry gives access to $A$ through its interference with the large amplitudes $r_{pp}$ and $r_{ss}$. Number the Stokes components 1 to 4, with

$$S_1=|E_p|^2+|E_s|^2,\quad S_3=2\,{\rm Re}(E_pE_s^*),\quad S_4=-2\,{\rm Im}(E_pE_s^*).$$

The Mueller element $M_{13}$ is half the difference in reflected intensity for inputs $(1,\pm1)/\sqrt2$ in the (p, s) basis; $M_{14}$ is the same for $(1,\pm i)/\sqrt2$. $M_{31}$ and $M_{41}$ are the output $S_3$ and $S_4$ for unpolarized input of unit intensity, which is an equal incoherent mixture of p and s. Expanding the squares,

$$M_{13}={\rm Re}(r_{pp}r_{ps}^*+r_{sp}r_{ss}^*),\quad M_{31}={\rm Re}(r_{pp}r_{sp}^*+r_{ps}r_{ss}^*),$$
$$M_{14}={\rm Im}(r_{pp}r_{ps}^*+r_{sp}r_{ss}^*),\quad M_{41}=-{\rm Im}(r_{pp}r_{sp}^*+r_{ps}r_{ss}^*).$$

Since $r_{ps}-r_{sp}=2A$, both $M_{13}-M_{31}$ and $M_{14}+M_{41}$ contain the combination $2(r_{pp}A^*-Ar_{ss}^*)$, the first through its real part and the second through its imaginary part. Conjugating $Ar_{ss}^*$ keeps its real part and reverses its imaginary part, so

$$\tfrac12(M_{13}-M_{31})={\rm Re}[A^*(r_{pp}-r_{ss})],\tag{8}$$
$$\tfrac12(M_{14}+M_{41})={\rm Im}[A^*(r_{pp}+r_{ss})].\tag{9}$$

Divided by $M_{11}$, half the sum of all four $|r|^2$, these form a two-component signal $\mathbf m$. It is linear in small tilt and keeps the sign.

## Worked example: resist lines on silicon

Take $\lambda=633$ nm (1.96 eV), pitch 90 nm, width 45 nm, height 100 nm and $\theta=65^\circ$. The indices are 1.6 for resist and $3.88+0.02i$ for silicon, both rough typical values. Since $\lambda/\text{pitch}\approx7$ exceeds the silicon index by more than 1, at $\delta=0$ every order except the specular one is evanescent, even in the substrate.

The half-filled array has

$$\varepsilon_o=\frac{2.56+1}{2}=1.78,\qquad \varepsilon_e=\frac{2}{1+1/2.56}=1.438.$$

At 1° tilt, (5) gives $\varepsilon_{xz}=0.342\times0.01745\approx0.0060$. Equation (7) then gives $r_{ps}=(-3.5+15.3i)\times10^{-4}$. The full numerical solution in slanted coordinates gives

$$r_{ps}=-r_{sp}=(-3.21+12.87i)\times10^{-4}.$$

The closed form is off by 19% of the full value. With fill factor and height fixed and a tilt of 0.1°, the discrepancy, relative to the closed form, is 6.8%, 3.3% and 1.7% at pitches of 40, 20 and 10 nm. It halves with the pitch, as an error linear in pitch should. A plausible but unproved cause is the fringing field at the top and foot of the lines, whose depth scales with pitch.

Replacing each slanted wall by 16 vertical steps changes $A$ by 5.7% of the slanted result when 21 Fourier orders are kept, as here. Both the finite number of steps and the Fourier truncation of the stepped calculation can contribute to this difference. The slanted result itself moves by only about 0.05% between 21 and 51 orders, to $(-3.21+12.86i)\times10^{-4}$.

For the Mueller signals, $r_{pp}=0.276-0.324i$ and $r_{ss}=-0.406-0.569i$, so

$$r_{pp}-r_{ss}=0.682+0.245i,\quad r_{pp}+r_{ss}=-0.130-0.893i,\quad M_{11}\approx0.335.$$

With $A=r_{ps}$, equations (8) and (9) give, per degree of tilt,

$$g_1=\frac{(-3.21\times0.682+12.87\times0.245)\times10^{-4}}{0.335}\approx2.9\times10^{-4},$$
$$g_2=\frac{(3.21\times0.893+12.87\times0.130)\times10^{-4}}{0.335}\approx1.355\times10^{-3}.$$

## Recovering the tilt

For a measured signal $\mathbf m$, least squares with equal noise in both components gives

$$\psi_{\rm est}=\frac{\mathbf m\cdot\mathbf g}{\mathbf g\cdot\mathbf g}\ \text{degrees}.$$

Independent noise of $10^{-4}$ in each component gives an uncertainty of $10^{-4}/|\mathbf g|=0.07^\circ$.

Simulated data with tilt 0.6° and azimuth error 0.3° return 0.600°. If $M_{13}/M_{11}$ and $M_{14}/M_{11}$ are used alone in place of $\mathbf m$, the result is 1.08°, because $B$ then enters. Data and calibration come from the same solver, so this shows that the symmetry separation works, not that the optical model is accurate.

The estimate is not a full shape. For small departures from an upright rectangle, the signal is linear in the wall displacements. These split into a width change, which is symmetric and gives nothing, and a midline shift. A line with one vertical wall and the other leaning twice as much has the same midline as a tilted line, and gives 0.99 of its signal in the stepped model. At one wavelength and angle, $A$ supplies two real numbers about a whole midline curve. Some curved midlines therefore give no first-order signal.

## Comparison with a real measurement

The dimensions and indices are in the range of dense resist lines on silicon, but three idealizations matter.

- **The stack.** Resist may sit on an organic underlayer. Adding 30 nm of index 1.7 raises $|A|$ by about 19%, with everything else fixed. It also changes the phases of the amplitudes, which matters more: a 1° tilt on this stack, read with the calibration above, would be reported as only about 0.2°. A resist index of 1.55 instead of 1.6, without the underlayer, would lower the estimate by about 10%. The calibration must include the actual stack and indices.
- **The beam and polarizers.** At 1° tilt the crossed reflectance is only $1.8\times10^{-6}$. Polarizer leakage of $10^{-5}$ of the reflected s light, an assumed rough figure, gives $10^{-5}|r_{ss}|^2\approx4.9\times10^{-6}$, which is 2.8 times as much. For an untilted grating, a ray 2° to the side of the beam axis has an azimuth error of $2^\circ/\sin65^\circ\approx2.2^\circ$ and gives $7.3\times10^{-6}$ in its own s and p directions. Polarizers that are fixed for the whole beam do not follow these directions, and with an ideal focusing lens the crossed reflectance of this ray rises to about $1\times10^{-4}$. Crossed intensity alone would thus be a poor measure of tilt here. Averaging the Mueller elements over four directions 2° from the axis changes $\mathbf m$ by only 0.5%. By (8) and (9), $B$ drops out of the numerators for each direction separately. What remains is a second-order effect, because changes linear in $\theta$ or $\delta$ cancel between opposite directions.
- **Edge roughness.** With 1.5 nm rms and independent ends of a 20 µm spot, the end-to-end direction of a single edge is uncertain by $\sqrt2\times1.5/20000$ rad, or 0.006°. This acts as a small azimuth error, and averaging over independent lines in the spot makes it smaller still. Diffuse scattering from roughness is left out.

Nonlinearity is minor: at 3° tilt, $A$ departs from three times its 1° value by 0.05%. The remaining values are in the numerical output.

## Computed values

```
Wavelength: 633 nm
Photon energy: 1.959 eV
Pitch: 90 nm
Line width: 45 nm
Line height: 100 nm
Resist index (rough): 1.6
Silicon index (rough): 3.88+0.02j
Incidence angle: 65 deg
Energy balance error, lossless test: 6.7e-15
Symmetric trapezoid, largest cross amplitude: 8.9e-16
Symmetric trapezoid at 20 deg azimuth, |A|: 1.8e-15
Symmetric trapezoid at 20 deg azimuth, |B|: 0.02148
Tilt 5 deg at normal incidence, |r_ps|: 4.3e-16
Tilt 1 deg, r_pp: 0.2760-0.3242j
Tilt 1 deg, r_ss: -0.4058-0.5690j
Tilt 1 deg, r_ps: -3.2097e-04+1.2867e-03j
Tilt 1 deg, r_sp: 3.2097e-04-1.2867e-03j
Tilt 1 deg, crossed reflectance |r_ps|^2: 1.759e-06
Staircase minus slanted solver, relative: 5.66 %
One leaning wall / tilted line, same midline, |A| ratio: 0.9905
Effective eps_o: 1.78
Effective eps_e: 1.438
eps_xz at 1 deg tilt: 0.005964
Closed form r_ps at 1 deg tilt: -3.5101e-04+1.5330e-03j
Closed form error against tensor slab, 0.1 deg tilt: 9.8e-07
Closed form error, pitch 40 nm: 6.78 %
Closed form error, pitch 20 nm: 3.34 %
Closed form error, pitch 10 nm: 1.66 %
Closed form error, pitch 90 nm: 18.7 %
Signal (M13-M31)/(2 M11) at 1 deg tilt: 2.873e-04
Signal (M14+M41)/(2 M11) at 1 deg tilt: 1.355e-03
Inversion: true tilt: 0.6 deg
Inversion: azimuth error: 0.3 deg
Inversion: tilt found with symmetry separation: 0.6000 deg
Inversion: tilt found from M13 and M14 alone: 1.0789 deg
Assumed noise of each signal: 1e-04
Tilt uncertainty from that noise: 0.072 deg
Neglected: nonlinearity of A at 3 deg tilt: 0.05 %
Neglected: |B| from 0.1 deg azimuth error: 1.223e-04
Illumination cone half-angle: 2 deg
Neglected: cone-rim change of tilt signal: 0.48 %
Neglected: untilted |r_ps|^2 at cone rim: 7.276e-06
Assumed polarizer leakage (intensity, rough): 1e-05
Leakage / crossed reflectance at 1 deg: 2.78
|A| with 30 nm underlayer of index 1.7 / without: 1.185
Edge roughness, rms (rough): 1.5 nm
Spot length along lines: 20 um
Mean line direction error from roughness: 0.0061 deg
```
